# The Eliashberg function, phonon linewidths and the electron mass enhancement, part 2

Electrons in a metal are coupled to phonons, and we want their dressed velocity \(v^*_{\mathbf k}\) on the Fermi surface and the density of dressed levels \(N^*\). In Hartree atomic units (\(\hbar=1\)), at zero temperature and with energies measured from the Fermi level,
\[H=\sum_{\mathbf k}\varepsilon_{\mathbf k}c^\dagger_{\mathbf k}c_{\mathbf k}+\sum_{\mathbf q\nu}\omega_{\mathbf q\nu}b^\dagger_{\mathbf q\nu}b_{\mathbf q\nu}+H_{ep},\]
\[H_{ep}=\frac1{\sqrt N}\sum_{\mathbf k\mathbf k'\nu}g_\nu(\mathbf k,\mathbf k')\,c^\dagger_{\mathbf k'}c_{\mathbf k}\left(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}\right),\qquad \mathbf q=\mathbf k'-\mathbf k .\]
Here \(g_\nu(\mathbf k',\mathbf k)=g_\nu(\mathbf k,\mathbf k')^*\). A prime marks quantities at \(\mathbf k'\), \(f\) is the occupation and \(v=|\nabla_{\mathbf k}\varepsilon|\). The average over the \(N\) wave vectors is \(\langle F\rangle_{\mathbf k}\to C\int_{BZ}d^dk\,F\), with \(d=2\) or \(3\), and \(N_F=\langle\delta(\varepsilon_{\mathbf k})\rangle_{\mathbf k}\).

The ratio \(G_\nu=|g_\nu|^2/\omega_{\mathbf q\nu}\) is bounded; for an isotropic acoustic branch \(\omega\approx c|\mathbf q|\) near \(\mathbf q=0\). Assumption A4 is the Migdal approximation with physical, screened frequencies. Phonon energies are small against the energy \(W\) over which velocity, coupling and frequency change off the Fermi surface: \(\omega\to\eta\,\omega\), \(|g|^2\to\eta|g|^2\), \(\eta\to0\).

The coupling at \(\mathbf k\) is defined by
\[\alpha^2F_{\mathbf k}(\omega)=\sum_\nu\left\langle|g_\nu(\mathbf k,\mathbf k')|^2\delta(\varepsilon')\,\delta(\omega-\omega_{\mathbf q\nu})\right\rangle_{\mathbf k'},\]
\[\lambda_{\mathbf k}=2\int_0^\infty\frac{\alpha^2F_{\mathbf k}(\omega)}{\omega}d\omega.\]
Lemma 1: \(\langle\delta(\varepsilon_{\mathbf k})F\rangle_{\mathbf k}=C\oint dS\,F/v\). Lemma 2: \(\lambda_{\mathbf k}=2C\sum_\nu\oint dS'\,G_\nu/v'\). Part (a) of the theorem gives \(\lambda=\frac{\langle\delta(\varepsilon_{\mathbf k})\lambda_{\mathbf k}\rangle_{\mathbf k}}{N_F}\). Part (c), still to be proved, states
\[\frac{v_{\mathbf k}}{v^*_{\mathbf k}}=1+\lambda_{\mathbf k}+O(\eta),\qquad \frac{N^*}{N_F}=1+\lambda+O(\eta).\]

For a flat band (constant \(N_F\) for \(-D<\varepsilon<D\), one frequency \(\Omega\), one coupling \(g\)),
\[\Sigma(z)=g^2N_F\left[\ln\frac{\Omega-z}{D+\Omega-z}+\ln\frac{D+\Omega+z}{\Omega+z}\right],\]
so \(-\Sigma'(0)=\lambda\,\frac{D}{D+\Omega}\) with \(\lambda=\frac{2N_Fg^2}{\Omega}\).

## The electron self-energy

**Lemma 4.** In the one-phonon approximation at \(T=0\), the energy \(E\) of an added electron solves \(E=\varepsilon_{\mathbf k}+\Sigma_{\mathbf k}(E)\) with
\[
\Sigma_{\mathbf k}(z)=\sum_\nu\left\langle|g_\nu(\mathbf k,\mathbf k')|^2\left[\frac{1-f'}{z-\varepsilon'-\omega_{\mathbf q\nu}}+\frac{f'}{z-\varepsilon'+\omega_{\mathbf q\nu}}\right]\right\rangle_{\mathbf k'} .
\]

*Proof.* If an operator obeys \([H,Q^\dagger]=EQ^\dagger\), it raises the energy of the ground state by \(E\). The branch index is suppressed. From \([c^\dagger_{\mathbf p'}c_{\mathbf p},c^\dagger_{\mathbf k}]=\delta_{\mathbf{pk}}c^\dagger_{\mathbf p'}\),
\[
[H,c^\dagger_{\mathbf k}]=\varepsilon_{\mathbf k}c^\dagger_{\mathbf k}+\frac1{\sqrt N}\sum_{\mathbf k'}g(\mathbf k,\mathbf k')\,(X_{\mathbf k'}+Y_{\mathbf k'}),\qquad X_{\mathbf k'}=c^\dagger_{\mathbf k'}b^\dagger_{-\mathbf q},\quad Y_{\mathbf k'}=c^\dagger_{\mathbf k'}b_{\mathbf q}.
\]
The uncoupled part of \(H\) gives \((\varepsilon'+\omega)X\) and \((\varepsilon'-\omega)Y\), because \([b^\dagger b,b^\dagger]=b^\dagger\) and \([b^\dagger b,b]=-b\). For the coupling, the product rule gives
\[
[H_{ep},X_{\mathbf k'}]=\frac1{\sqrt N}\sum_{\mathbf p}g(\mathbf k',\mathbf p)\,c^\dagger_{\mathbf p}\left(b_{\mathbf p-\mathbf k'}+b^\dagger_{\mathbf k'-\mathbf p}\right)b^\dagger_{-\mathbf q}+\frac1{\sqrt N}\sum_{\mathbf p}g(\mathbf p,\mathbf p-\mathbf q)\,c^\dagger_{\mathbf k'}c^\dagger_{\mathbf p-\mathbf q}c_{\mathbf p},
\]
where the second sum comes from \([b_{-\mathbf q},b^\dagger_{-\mathbf q}]=1\). The one-phonon approximation keeps the terms proportional to \(c^\dagger_{\mathbf k}\) and replaces the number operators that multiply it by their values in the uncoupled ground state. In the first sum this is the term \(\mathbf p=\mathbf k\), where \(\mathbf p-\mathbf k'=-\mathbf q\) and \(b_{-\mathbf q}b^\dagger_{-\mathbf q}\to1\). In the second it is \(\mathbf p=\mathbf k'\), where \(c^\dagger_{\mathbf k'}c^\dagger_{\mathbf k}c_{\mathbf k'}=-c^\dagger_{\mathbf k}c^\dagger_{\mathbf k'}c_{\mathbf k'}\to-f'c^\dagger_{\mathbf k}\). Together,
\[
[H,X_{\mathbf k'}]\approx(\varepsilon'+\omega)X_{\mathbf k'}+\frac{g(\mathbf k',\mathbf k)}{\sqrt N}(1-f')\,c^\dagger_{\mathbf k}.
\]
For \(Y\) the first sum yields \(b^\dagger_{\mathbf q}b_{\mathbf q}\to0\). The second has the same electron operators with the opposite sign, because \([b^\dagger_{\mathbf q},b_{\mathbf q}]=-1\). Hence
\[
[H,Y_{\mathbf k'}]\approx(\varepsilon'-\omega)Y_{\mathbf k'}+\frac{g(\mathbf k',\mathbf k)}{\sqrt N}f'\,c^\dagger_{\mathbf k}.
\]
Put \(Q^\dagger=a\,c^\dagger_{\mathbf k}+\sum_{\mathbf k'}(u_{\mathbf k'}X_{\mathbf k'}+w_{\mathbf k'}Y_{\mathbf k'})\) and compare coefficients. Those of \(X\) and \(Y\) give
\[
u_{\mathbf k'}=\frac{g(\mathbf k,\mathbf k')\,a}{\sqrt N\,(E-\varepsilon'-\omega)},\qquad w_{\mathbf k'}=\frac{g(\mathbf k,\mathbf k')\,a}{\sqrt N\,(E-\varepsilon'+\omega)},
\]
and that of \(c^\dagger_{\mathbf k}\) gives \((E-\varepsilon_{\mathbf k})a=N^{-1/2}\sum_{\mathbf k'}g(\mathbf k',\mathbf k)[(1-f')u_{\mathbf k'}+f'w_{\mathbf k'}]\). Substituting, and using \(g(\mathbf k',\mathbf k)g(\mathbf k,\mathbf k')=|g|^2\), yields the lemma. ∎

*Remark (what was dropped).* For \(\mathbf q\ne0\), the terms \(\mathbf p\ne\mathbf k'\) of the second sum turn the phonon into an electron-hole pair. When the pair recombines into the phonon, they screen it, and this is already contained in the physical frequencies of A4. When the hole at \(\mathbf p\) is instead filled by the electron \(\mathbf k'\), which emits a second phonon that the electron \(\mathbf p-\mathbf q\) absorbs to reach \(\mathbf k\), they belong to the crossed two-phonon processes, whose neglect is assumed in A4. The terms \(\mathbf p\neq\mathbf k\) of the first sum, and the term \(c^\dagger_{\mathbf k}b^\dagger_{\mathbf q}b^\dagger_{-\mathbf q}\), contain two phonon operators. Their nested part, in which the phonon emitted last is absorbed first, is the subject of Lemma 7; their crossed part is again dropped by A4. For \(\mathbf q=0\), where \(\mathbf k'=\mathbf k\), every term of the second sum is \(c^\dagger_{\mathbf k}\) times a number operator, and together they give the mean force \(N^{-1/2}\sum_{\mathbf p}g(\mathbf p,\mathbf p)f_{\mathbf p}\) of the Fermi sea on the zone-centre mode. This force would displace the atoms and shift \(\varepsilon_{\mathbf k}\) by a static amount of order \(|g|^2/\omega\), which does not shrink with \(\eta\). The atoms are taken at their equilibrium positions in the metal and \(\varepsilon_{\mathbf k}\) is the band for those positions, so the mean force is understood to be subtracted from \(H_{ep}\) and the term is absent. No spin factor appears in \(\Sigma\), since the added electron keeps its spin.

*Remark (the filled-state term in a solvable case).* Take three electron levels \(\varepsilon_a=-1.0\), \(\varepsilon_k=0.1\), \(\varepsilon_b=0.8\) in an arbitrary energy unit, an oscillator of frequency \(0.5\) that couples \(k\) to \(b\), and one of frequency \(0.3\) that couples \(k\) to \(a\), each with \(g=0.02\). With one electron, in \(a\), second-order perturbation theory lowers the energy by \(g^2/(\varepsilon_k-\varepsilon_a+0.3)\) through the jump \(a\to k\). With two electrons, in \(a\) and \(k\), that jump is forbidden and only \(k\to b\) remains. The addition energy minus \(\varepsilon_k\) is then
\[
\frac{0.0004}{0.1-0.8-0.5}+\frac{0.0004}{0.1+1.0+0.3}=-3.3333\times10^{-4}+2.8571\times10^{-4}=-4.762\times10^{-5},
\]
which is \(\Sigma(\varepsilon_k)\) of the lemma. Numerical diagonalization of the Hamiltonian, with up to two quanta in each oscillator, gives \(-4.755\times10^{-5}\). The difference, \(7\times10^{-8}\), has the size of \(g^4=1.6\times10^{-7}\), the first order omitted. Without the filled-state term the result would be seven times larger in magnitude.

**Lemma 5.** For \(\mathbf k\) on the Fermi surface, \(-\partial_z\Sigma_{\mathbf k}(0)=\lambda_{\mathbf k}+O(\eta)\).

*Proof.* At \(z=0\) the empty-state denominator is \(-(|\varepsilon'|+\omega)\) and the filled-state one is \(+(|\varepsilon'|+\omega)\). Differentiation squares them, so in the scaled family
\[
-\partial_z\Sigma_{\mathbf k}(0)=\sum_\nu\left\langle G_\nu\,\frac{\eta\,\omega}{(|\varepsilon'|+\eta\,\omega)^2}\right\rangle_{\mathbf k'} .
\]
Choose a fixed \(\varepsilon_0\) of order \(W\) such that \((\varepsilon',S')\) are good coordinates in the shell \(|\varepsilon'|<\varepsilon_0\). Outside the shell the integrand is at most \(\eta\,G_{\max}\omega_{\max}/\varepsilon_0^2\), which is \(O(\eta)\). Inside, the contribution is \(C\oint dS'\int d\varepsilon'\,h(\varepsilon')\,a/(|\varepsilon'|+a)^2\), with \(a=\eta\omega\) and \(h\) equal to \(G\) times the Jacobian, so that \(h(0)=G/v'\). First let \(\omega\) be independent of \(\varepsilon'\) and expand \(h=h_0+h_1\varepsilon'+h_2\varepsilon'^2+\dots\). The constant term gives
\[
h_0\cdot2\int_0^{\varepsilon_0}\frac{a\,d\varepsilon}{(\varepsilon+a)^2}=2h_0\left(1-\frac{a}{\varepsilon_0+a}\right).
\]
The linear term is odd and vanishes. For the quadratic term, \(\varepsilon^2/(\varepsilon+a)^2=1-2a/(\varepsilon+a)+a^2/(\varepsilon+a)^2\), which gives
\[
2h_2\,a\left[\varepsilon_0-2a\ln\frac{\varepsilon_0+a}{a}+O(a)\right].
\]
Higher terms are bounded by \(a\) times a constant. The leading term, \(2C\oint dS'\,G/v'\), is \(\lambda_{\mathbf k}\) by Lemma 2. If \(\omega\) varies smoothly with \(\varepsilon'\) and is bounded below, write \(a=a_0+\delta a\). The kernel changes by at most \(|\delta a|/(|\varepsilon'|+a)^2\), since \(|\partial_a[a/(\varepsilon+a)^2]|=|\varepsilon-a|/(\varepsilon+a)^3\). The part of \(\delta a\) odd in \(\varepsilon'\) cancels at first order, and the even part, of size \(\eta\,\varepsilon'^2\), integrates to \(O(\eta)\). For an acoustic branch at distance \(\ell\) from \(\mathbf k\) along the surface, \(\omega\approx c\sqrt{\ell^2+\varepsilon'^2/v^2}\), so \(\delta a\le\eta c\,\varepsilon'^2/(2v^2\ell)\) for \(|\varepsilon'|<v\ell\) and \(\delta a\le\eta c|\varepsilon'|/v\) beyond. Dividing by \(\varepsilon'^2\) and integrating gives at most \((\eta c/v)[1+2\ln(\varepsilon_0/v\ell)]\), which is integrable over \(\ell\). ∎

*Remark.* The kernel \(a/(|\varepsilon|+a)^2\) has area 2 and width \(a\), so it acts as \(2\delta(\varepsilon)\). One unit of area comes from empty states and one from filled states; this is the origin of the factor 2 in the definition of \(\lambda\). For a frequency independent of \(\varepsilon'\), the proof shows that the deviation has the form \(A\eta+B\eta^2\ln\eta+\dots\). The truncation of the tail contributes negatively to \(A\), as in the flat band, while the \(h_2\) term can have either sign.

**Lemma 6.** Let \(\partial_\varepsilon=v^{-1}\,\hat{\mathbf n}\cdot\nabla_{\mathbf k}\) with \(\hat{\mathbf n}\) the normal to the Fermi surface. Then \(\partial_\varepsilon\Sigma_{\mathbf k}(0)=O(\eta)\).

*Proof.* With \(\operatorname{sgn}\) the sign function, \(\Sigma_{\mathbf k}(0)=-\eta\sum_\nu\langle|g|^2\operatorname{sgn}\varepsilon'/(|\varepsilon'|+\eta\omega)\rangle_{\mathbf k'}\). At fixed \(\mathbf k'\) the derivative acts only on \(|g|^2\) and \(\omega_{\mathbf k'-\mathbf k}\):
\[
\partial_\varepsilon\Sigma=-\eta\sum_\nu\left\langle\frac{\partial_\varepsilon|g|^2\,\operatorname{sgn}\varepsilon'}{|\varepsilon'|+\eta\omega}\right\rangle+\eta^2\sum_\nu\left\langle\frac{|g|^2\,\partial_\varepsilon\omega\,\operatorname{sgn}\varepsilon'}{(|\varepsilon'|+\eta\omega)^2}\right\rangle .
\]
The sign function picks out the part of the remaining factors that is odd in \(\varepsilon'\), which is proportional to \(\varepsilon'\) near the surface. The first average then involves \(\int_0^{\varepsilon_0}\varepsilon\,d\varepsilon/(\varepsilon+a)\le\varepsilon_0\), and the second \(\int_0^{\varepsilon_0}\varepsilon\,d\varepsilon/(\varepsilon+a)^2\le\ln(1+\varepsilon_0/a)\). The terms are \(O(\eta)\) and \(O(\eta^2\ln\eta)\). Near \(\mathbf q=0\) of an isotropic acoustic branch, let \(\varphi\) be the angle between \(\mathbf q\) and \(\hat{\mathbf n}\). Then \(\hat{\mathbf n}\cdot\nabla_{\mathbf k}|\mathbf q|=-\cos\varphi\) and \(|\varepsilon'|\approx v|\mathbf q||\cos\varphi|\), so the first integrand is bounded by a constant over \(|\mathbf q|\), which is integrable for \(d\ge2\), and the angular integral of the second is again logarithmic. ∎

*Proof of part (c).* The static shift \(\Sigma_{\mathbf k}(0)\) is of order \(\eta\) by the same odd-part argument. It would displace the Fermi surface slightly. The band \(\varepsilon_{\mathbf k}\) is taken to have the true Fermi surface, so the value of the shift at the nearest Fermi-surface point \(\mathbf k_F\) is subtracted:
\[
E_{\mathbf k}=\varepsilon_{\mathbf k}+\Sigma_{\mathbf k}(E_{\mathbf k})-\Sigma_{\mathbf k_F}(0).
\]
Then \(E=0\) on the surface and \(\nabla E\) is normal to it. Differentiating along \(\hat{\mathbf n}\), with \(\mathbf k_F\) fixed,
\[
v^*=v+v\,\partial_\varepsilon\Sigma+v^*\partial_z\Sigma\quad\Longrightarrow\quad\frac{v}{v^*}=\frac{1-\partial_z\Sigma}{1+\partial_\varepsilon\Sigma}.
\]
Lemmas 5 and 6 give the first statement. The density of quasiparticle levels is \(N^*=\langle\delta(E_{\mathbf k})\rangle=C\oint dS/v^*\) by Lemma 1 applied to \(E_{\mathbf k}\). Writing \(1/v^*=(1+\lambda_{\mathbf k})/v\),
\[
N^*=C\oint\frac{dS}{v}+C\oint\frac{dS}{v}\lambda_{\mathbf k}=N_F+N_F\lambda,
\]
where the last step is part (a). ∎

*Remark (which mass).* The local mass enhancement is \(1+\lambda_{\mathbf k}\). The number \(1+\lambda\) belongs to quantities that count levels: the linear specific-heat coefficient, which for fermion levels is proportional to their density at the Fermi energy, and, for a single closed Fermi line in two dimensions, the cyclotron mass \(m_c=(2\pi)^{-1}dA/dE=(2\pi)^{-1}\oint dl/v^*\), with \(A\) the enclosed area. The weight in the average is \(dS/v\); an average with weight \(dS\) in general gives a different number. The two agree only when \(\lambda_{\mathbf k}\) and \(1/v\) are uncorrelated over the surface, for instance when either is constant.

*Remark (range in energy).* Extending the \(\varepsilon'\) integrals of Lemma 4 to infinity with all other factors frozen on the Fermi surface turns the flat-band result into \(\operatorname{Re}\Sigma_{\mathbf k}(E)=\int d\omega\,\alpha^2F_{\mathbf k}(\omega)\ln|(\omega-E)/(\omega+E)|\). With \(z=E+i0\) and \(\operatorname{Im}\,1/(x+i0)=-\pi\delta(x)\), it also gives \(-\operatorname{Im}\Sigma_{\mathbf k}(E)=\pi\int_0^{|E|}\alpha^2F_{\mathbf k}\,d\omega\). The logarithm is \(-2E/\omega\) only for \(|E|\ll\omega\); for \(|E|\gg\omega\) it is \(-2\omega/E\), and the bare velocity is recovered. If \(\alpha^2F_{\mathbf k}\propto\omega\), the damping goes as \(E^2\) and is small against \(E\) near the Fermi surface.

In the one-phonon approximation, the Fermi-surface velocity is reduced by the factor \(1+\lambda_{\mathbf k}\) and the density of levels raised by \(1+\lambda\), up to corrections of order \(\eta\). It remains to see what changes when the intermediate electron is itself dressed, and to check the theorem numerically on a model.

Numbers in the example were calculated in double precision.
